# The Kirchhoff Transformation for Steady Conduction with Temperature-Dependent Conductivity: verification in Python

```python
"""
Result under test: for steady conduction div(k(T) grad T) + q = 0 in one
homogeneous solid, theta = T0 + (1/k0) * integral of k from T0 to T obeys
k0 * laplacian(theta) + q = 0.
T: temperature; T0: base temperature; k0 = k(T0); q: heating density.
delta = theta - T0; power-law conductivity: k = k0 * (T/T0)**(-n).
The example is a long heated finger on a die with an isothermal base and
adiabatic top and sides. Lengths are in metres inside the program.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

T0 = 300.0
k0 = 150.0
n_exp = 4.0 / 3.0
half_width = 100e-6
thickness = 100e-6
heater_half_width = 10e-6
heater_depth = 10e-6
power = 12e3            # W per metre of finger length


def conductivity(T, n=n_exp, k_ref=k0):
    return k_ref * (T / T0) ** (-n)


def delta_from_T(T, n=n_exp):
    return T0 * (1 - (T / T0) ** (1 - n)) / (n - 1)


def T_from_delta(delta, n=n_exp):
    if n == 1:
        return T0 * np.exp(delta / T0)
    return T0 * (1 - (n - 1) * delta / T0) ** (-1 / (n - 1))


# General identity, using a conductivity that is not a power law.
# A nonzero grade makes the material inhomogeneous.
X, Y, Z = sp.symbols("x y z")
T_field = 300 + 80 * sp.sin(X) * sp.cos(0.7 * Y) - 30 * Z**2
T_number = sp.lambdify((X, Y, Z), T_field, "math")
point = np.array([0.4, 0.9, 0.5])


def identity_sides(grade):
    k_field = (1 + grade * X) / (0.002 + 1.5e-5 * T_field)
    divergence = sum(sp.diff(k_field * sp.diff(T_field, v), v)
                     for v in (X, Y, Z))
    left = float(divergence.subs(dict(zip((X, Y, Z), point))))

    def integral(p):
        return quad(lambda s: (1 + grade * p[0]) / (0.002 + 1.5e-5 * s),
                    T0, T_number(*p), epsabs=1e-10, epsrel=1e-12)[0]

    step = 0.01
    right = 0.0
    for axis in np.eye(3):
        right += (integral(point + step * axis) - 2 * integral(point)
                  + integral(point - step * axis)) / step**2
    return left, right


left, right = identity_sides(0.0)
identity_error = abs(right / left - 1)
assert identity_error < 1e-4
left_graded, right_graded = identity_sides(0.3)
graded_error = abs(right_graded / left_graded - 1)
assert graded_error > 0.02

# Power-law map, its inverse, small-rise expansion and upper limit.
for n_test in (0.5, 1.0, n_exp, 2.0):
    for T_test in (350.0, 500.0):
        area = quad(lambda s: conductivity(s, n_test) / k0, T0, T_test)[0]
        assert abs(T_from_delta(area, n_test) - T_test) < 1e-7
        if n_test != 1:
            assert abs(delta_from_T(T_test, n_test) - area) < 1e-7
small_area = quad(lambda s: conductivity(s) / k0, T0, T0 + 0.1)[0]
curvature = (0.1 - small_area) / small_area**2
assert abs(curvature / (n_exp / (2 * T0)) - 1) < 2e-3
delta_limit = T0 / (n_exp - 1)
limit_integral = T0 * quad(lambda u: u ** (-n_exp), 1, np.inf)[0]
assert abs(limit_integral / delta_limit - 1) < 1e-6


def linear_rise(x, z, line_power=power, modes=400):
    """Cosine-series solution of the linear Poisson problem."""
    x, z = np.broadcast_arrays(np.asarray(x, float), np.asarray(z, float))
    a, d, L, H = heater_half_width, heater_depth, half_width, thickness
    q = line_power / (2 * a * d)
    inside = z < d
    result = q * a / (L * k0) * np.where(
        inside, d * (H - d) + (d**2 - z**2) / 2, d * (H - z))
    for m in range(1, modes + 1):
        lam = m * np.pi / L
        q_m = 2 * q * np.sin(lam * a) / (lam * L)
        decay = np.exp(-lam * abs(z - d)) / (2 * (1 + np.exp(-2 * lam * H)))
        upper = 1 - decay * (1 + np.exp(-2 * lam * z)) * (
            1 + np.exp(-2 * lam * (H - d)))
        lower = decay * (1 - np.exp(-2 * lam * d)) * (
            1 - np.exp(-2 * lam * (H - z)))
        result = result + q_m / (k0 * lam**2) * np.cos(lam * x) * np.where(
            inside, upper, lower)
    return result


def direct_solution(cells, line_power, n=n_exp):
    """Finite volumes for the original equation; no transformation used."""
    h = half_width / cells
    index = np.arange(cells**2).reshape(cells, cells)
    one = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    two = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    base = index[:, -1]
    source = np.zeros((cells, cells))
    nx = round(heater_half_width / h)
    nz = round(heater_depth / h)
    source[:nx, :nz] = line_power * h**2 / (
        2 * heater_half_width * heater_depth)
    T = np.full(cells**2, T0)
    for _ in range(100):
        g = conductivity((T[one] + T[two]) / 2, n)
        diagonal = (np.bincount(one, g, cells**2)
                    + np.bincount(two, g, cells**2))
        diagonal[base] += 2 * conductivity((T[base] + T0) / 2, n)
        rows = np.concatenate([one, two, index.ravel()])
        columns = np.concatenate([two, one, index.ravel()])
        values = np.concatenate([-g, -g, diagonal])
        matrix = coo_matrix((values, (rows, columns))).tocsc()
        T_new = T0 + spsolve(matrix, source.ravel())
        change = np.max(abs(T_new - T))
        T = T_new
        if change < 1e-8:
            return T.reshape(cells, cells)
    raise RuntimeError("direct solution did not converge")


def cell_centres(cells):
    c = (np.arange(cells) + 0.5) * half_width / cells
    return c[:, None], c[None, :]


# Direct nonlinear solution against the transformed linear solution.
grid_errors = []
for cells in (40, 80):
    direct = direct_solution(cells, power)
    series_delta = linear_rise(*cell_centres(cells))
    grid_errors.append(np.max(abs(direct - T_from_delta(series_delta))))
assert grid_errors[1] < 0.4
assert grid_errors[0] / grid_errors[1] > 2.5
constant_direct = direct_solution(80, power, n=0.0)
constant_error = np.max(abs(constant_direct - T0 - series_delta))
assert constant_error < 0.3

# Proportionality holds for delta and fails for the temperature rise.
half_direct = direct_solution(80, power / 2)
delta_ratio = delta_from_T(direct) / delta_from_T(half_direct)
ratio_error = np.max(abs(delta_ratio - 2))
T_ratio = (direct[0, 0] - T0) / (half_direct[0, 0] - T0)
assert ratio_error < 2e-3
assert T_ratio > 2.1

# Differential resistance at the hottest cell of the direct solution.
above = direct_solution(40, 1.01 * power)[0, 0]
below = direct_solution(40, 0.99 * power)[0, 0]
slope_direct = (above - below) / (0.02 * power)
centre = half_width / 80
delta_centre = float(linear_rise(centre, centre))
slope_formula = (k0 / conductivity(T_from_delta(delta_centre))
                 * delta_centre / power)
assert abs(slope_direct / slope_formula - 1) < 0.01


def slab_top(flux, base_T, layers):
    """Integrate Fourier's law upwards through (thickness, k_ref, n)."""
    T = base_T
    for depth, k_ref, n in layers:
        solution = solve_ivp(
            lambda s, y: flux * depth / conductivity(y, n, k_ref),
            (0, 1), [T], rtol=1e-10, atol=1e-9)
        assert solution.success
        T = solution.y[0, -1]
    return T


# Isothermal and convective bases: does doubling the flux double delta?
slab = [(100e-6, k0, n_exp)]
slab_flux = 1.5e8
film = 1e6
fixed_ratio = (delta_from_T(slab_top(slab_flux, T0, slab))
               / delta_from_T(slab_top(slab_flux / 2, T0, slab)))
film_ratio = (delta_from_T(slab_top(slab_flux, T0 + slab_flux / film, slab))
              / delta_from_T(slab_top(slab_flux / 2,
                                      T0 + slab_flux / (2 * film), slab)))
assert abs(fixed_ratio - 2) < 1e-6
assert abs(film_ratio - 2) > 0.05

# Two layers: same or different temperature factors of conductivity.
layer_flux = 1e8
layer = 50e-6
k_lower = 50.0
continuous_T = T_from_delta(layer_flux * layer * (1 / k_lower + 1 / k0))
same_T = slab_top(layer_flux, T0,
                  [(layer, k_lower, n_exp), (layer, k0, n_exp)])
different_T = slab_top(layer_flux, T0,
                       [(layer, k_lower, 0.0), (layer, k0, n_exp)])
interface_T = slab_top(layer_flux, T0, [(layer, k_lower, 0.0)])
theta_jump = (interface_T - T0) - delta_from_T(interface_T)
assert abs(same_T - continuous_T) < 1e-4
assert abs(different_T - continuous_T) > 5
assert theta_jump > 5

# Worked example.
peak_delta = float(linear_rise(0, 0))
peak_T = T_from_delta(peak_delta)
second_order_T = T0 + peak_delta + n_exp * peak_delta**2 / (2 * T0)
peak_k = conductivity(peak_T)
heating = power / (2 * heater_half_width * heater_depth)

print(f"Base temperature T0: {T0:.0f} K")
print(f"Conductivity k0 at T0: {k0:.0f} W/(m K)")
print(f"Conductivity exponent n: {n_exp:.4f}")
print(f"Full die width: {2e6 * half_width:.0f} um")
print(f"Die thickness: {1e6 * thickness:.0f} um")
print(f"Full heater width: {2e6 * heater_half_width:.0f} um")
print(f"Heater depth: {1e6 * heater_depth:.0f} um")
print(f"Power per finger length: {power / 1e3:.1f} W/mm")
print(f"Heating density q: {heating:.3e} W/m^3")
print(f"Peak linear rise delta: {peak_delta:.2f} K")
print(f"Peak T, constant k0: {T0 + peak_delta:.2f} K")
print(f"Peak T, Kirchhoff: {peak_T:.2f} K")
print(f"Peak T in Celsius: {peak_T - 273.15:.2f} deg C")
print(f"Peak T missed by constant k0: {peak_T - T0 - peak_delta:.2f} K")
print(f"Peak T, second-order expansion: {second_order_T:.2f} K")
print(f"Conductivity at peak: {peak_k:.2f} W/(m K)")
print(f"Ratio k0/k at peak: {k0 / peak_k:.4f}")
R_linear = peak_delta / power * 1e3
print(f"Resistance, constant k0: {R_linear:.3f} K mm/W")
print(f"Resistance, Kirchhoff: {(peak_T - T0) / power * 1e3:.3f} K mm/W")
print(f"Differential resistance: {R_linear * k0 / peak_k:.3f} K mm/W")
for depth_um in (10, 25, 50, 75):
    rise = float(linear_rise(0, depth_um * 1e-6))
    print(f"Depth {depth_um} um: delta {rise:.2f} K, "
          f"T {T_from_delta(rise):.2f} K")
for factor in (0.5, 2.0):
    rise = factor * peak_delta
    print(f"Power {factor * power / 1e3:.1f} W/mm: delta {rise:.2f} K, "
          f"peak T {T_from_delta(rise):.2f} K")
print(f"Upper limit of delta: {delta_limit:.1f} K")
print(f"Limiting power: {power * delta_limit / peak_delta / 1e3:.1f} W/mm")
print(f"Identity, relative error, homogeneous: {identity_error:.1e}")
print(f"Identity, relative error, graded: {graded_error:.3f}")
print(f"Largest T difference, 40 x 40 cells: {grid_errors[0]:.3f} K")
print(f"Largest T difference, 80 x 80 cells: {grid_errors[1]:.3f} K")
print(f"Largest difference, constant k0, 80 x 80: {constant_error:.3f} K")
print(f"Double power, largest |delta ratio - 2|: {ratio_error:.1e}")
print(f"Double power, ratio of hottest-cell T rises: {T_ratio:.4f}")
print(f"Hottest-cell slope, direct: {slope_direct * 1e3:.3f} K mm/W")
print(f"Hottest-cell slope, formula: {slope_formula * 1e3:.3f} K mm/W")
print(f"Slab thickness: {slab[0][0] * 1e6:.0f} um")
print(f"Slab full flux: {slab_flux:.2e} W/m^2")
print(f"Film coefficient: {film:.1e} W/(m^2 K)")
print(f"Slab delta ratio, isothermal base: {fixed_ratio:.6f}")
print(f"Slab delta ratio, convective base: {film_ratio:.4f}")
print(f"Two layers, thickness of each: {layer * 1e6:.0f} um")
print(f"Two layers, flux: {layer_flux:.1e} W/m^2")
print(f"Two layers, lower k at T0: {k_lower:.0f} W/(m K)")
print(f"Top T assuming continuous theta: {continuous_T:.2f} K")
print(f"Top T, direct, same factor: {same_T:.2f} K")
print(f"Top T, direct, constant lower k: {different_T:.2f} K")
print(f"Interface T, constant lower k: {interface_T:.2f} K")
print(f"Theta jump, lower minus upper: {theta_jump:.2f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Base temperature T0: 300 K
Conductivity k0 at T0: 150 W/(m K)
Conductivity exponent n: 1.3333
Full die width: 200 um
Die thickness: 100 um
Full heater width: 20 um
Heater depth: 10 um
Power per finger length: 12.0 W/mm
Heating density q: 6.000e+13 W/m^3
Peak linear rise delta: 78.76 K
Peak T, constant k0: 378.76 K
Peak T, Kirchhoff: 394.86 K
Peak T in Celsius: 121.71 deg C
Peak T missed by constant k0: 16.10 K
Peak T, second-order expansion: 392.55 K
Conductivity at peak: 103.99 W/(m K)
Ratio k0/k at peak: 1.4424
Resistance, constant k0: 6.563 K mm/W
Resistance, Kirchhoff: 7.905 K mm/W
Differential resistance: 9.467 K mm/W
Depth 10 um: delta 68.13 K, T 379.91 K
Depth 25 um: delta 45.33 K, T 350.31 K
Depth 50 um: delta 25.69 K, T 327.23 K
Depth 75 um: delta 12.02 K, T 312.35 K
Power 6.0 W/mm: delta 39.38 K, peak T 343.10 K
Power 24.0 W/mm: delta 157.52 K, peak T 534.32 K
Upper limit of delta: 900.0 K
Limiting power: 137.1 W/mm
Identity, relative error, homogeneous: 1.9e-06
Identity, relative error, graded: 0.174
Largest T difference, 40 x 40 cells: 0.385 K
Largest T difference, 80 x 80 cells: 0.098 K
Largest difference, constant k0, 80 x 80: 0.071 K
Double power, largest |delta ratio - 2|: 3.9e-06
Double power, ratio of hottest-cell T rises: 2.2010
Hottest-cell slope, direct: 9.457 K mm/W
Hottest-cell slope, formula: 9.415 K mm/W
Slab thickness: 100 um
Slab full flux: 1.50e+08 W/m^2
Film coefficient: 1.0e+06 W/(m^2 K)
Slab delta ratio, isothermal base: 2.000000
Slab delta ratio, convective base: 1.8668
Two layers, thickness of each: 50 um
Two layers, flux: 1.0e+08 W/m^2
Two layers, lower k at T0: 50 W/(m K)
Top T assuming continuous theta: 485.32 K
Top T, direct, same factor: 485.32 K
Top T, direct, constant lower k: 453.19 K
Interface T, constant lower k: 400.00 K
Theta jump, lower minus upper: 17.70 K
ALL CHECKS PASSED
```
